**Self-trapping of a hole and the effect of functional curvature**

The program tests the binding energy $B=\lambda P-L$ of a hole polaron, where $\lambda=g^2/(2K)$ combines the coupling $g$ and the lattice stiffness $K$, $P$ is the sum of squared site densities, and $L$ is the kinetic cost of localization. A functional with site curvature $C$ replaces $\lambda$ by $\lambda-C/2$. The program asserts that the numerical threshold lies between its rigorous bounds, that direct minimization over orbital and lattice coordinates reproduces the bound polarons, and that binding changes sign at the predicted critical curvature. It also asserts the weak-coupling formula for a chain and the inequalities for the binding corrected from neutral-crystal levels. For hopping 0.1 eV the threshold is 0.541 eV, and for $\lambda=0.8$ eV the critical curvature is 0.52 eV. A curvature of 0.4 eV lowers the binding from 0.239 to 0.053 eV, and the neutral-crystal correction restores 0.238 eV. For a hole shared by two distant hydrogen atoms, the program asserts that the site-error rule with its inter-site term agrees with PBE, PBE0 and Hartree–Fock calculations within 0.01 eV.

## Verification by program

```python
"""
Result under test: a hole with hopping t on a lattice, coupled linearly (g) to
classical site coordinates of stiffness K, has binding B = lam*P - L, where
  lam = g^2/(2K), P = sum n_i^2, L = kinetic energy above the hole band edge.
A polaron is stable only if lam > lam_c = inf(L/P).  A functional with site
error -(C/2) n (1-n) replaces lam by lam - C/2.
Model energies are in eV and lengths in angstrom.  Boxes are pieces of an
infinite crystal: the orbital vanishes outside, so L is a true crystal value.
The site-error rule is also tested on a hole shared by two hydrogen atoms.
"""
import numpy as np
from scipy import sparse
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize
from scipy.sparse.linalg import eigsh, spsolve
from scipy.special import i0e
from pyscf import dft, gto, lib

lib.num_threads(1)
HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10


def chain(size, hop):
    off = -hop * np.ones(size - 1)
    return sparse.diags([off, off], [-1, 1], format="csr")


def cubic(size, hop):
    one, line = sparse.identity(size), chain(size, hop)
    return (sparse.kron(sparse.kron(line, one), one)
            + sparse.kron(sparse.kron(one, line), one)
            + sparse.kron(sparse.kron(one, one), line)).tocsr()


def lowest(matrix, guess):
    value, vector = eigsh(matrix, k=1, which="SA", v0=guess + 1e-3,
                          ncv=40, tol=1e-11)
    return value[0], vector[:, 0]


def self_trap(kinetic, lam, psi):
    """Descend <T> - lam*sum(n^2) by repeated diagonalization."""
    for _ in range(500):
        density = psi**2
        psi = lowest(kinetic - sparse.diags(2 * lam * density), np.abs(psi))[1]
        if np.linalg.norm(psi**2 - density) < 1e-8:
            return psi
    raise RuntimeError("self-trapping iteration did not converge")


def cost_and_shape(kinetic, edge, psi):
    return psi @ (kinetic @ psi) - edge, np.sum(psi**4)


def threshold(kinetic, edge, lam, psi):
    """Minimize L/P by updating the coupling to the ratio just found."""
    for _ in range(40):
        psi = self_trap(kinetic, lam, psi)
        cost, shape = cost_and_shape(kinetic, edge, psi)
        if abs(cost / shape - lam) < 1e-9:
            return cost / shape
        lam = cost / shape
    raise RuntimeError("threshold iteration did not converge")


def energy_at_filling(psi, q, filling, kinetic, g, K, C):
    """Full functional with hole number 'filling' in the orbital psi."""
    n = filling * psi**2
    return (filling * (psi @ (kinetic @ psi)) - g * (q @ n)
            + 0.5 * K * (q @ q) - 0.5 * C * np.sum(n * (1 - n)))


def full_functional(x, kinetic, g, K, C):
    """Energy and gradient in unnormalized orbital and lattice variables."""
    u, q = np.split(x, 2)
    norm = np.linalg.norm(u)
    psi = u / norm
    n = psi**2
    slope = 2 * (kinetic @ psi + (-g * q - C / 2 + C * n) * psi)
    grad_u = (slope - psi * (psi @ slope)) / norm
    value = energy_at_filling(psi, q, 1.0, kinetic, g, K, C)
    return value, np.concatenate([grad_u, K * q - g * n])


def direct_minimum(kinetic, g, K, C, start):
    x0 = np.concatenate([start, g * start**2 / K])
    run = minimize(full_functional, x0, args=(kinetic, g, K, C), jac=True,
                   method="L-BFGS-B", options=dict(maxiter=5000, maxfun=8000,
                                                   ftol=1e-15, gtol=1e-8))
    return run.fun, np.split(run.x, 2)[1]


# ---------------------------------------------------------------- lattice
t, K, g = 0.1, 10.0, 4.0
lam = g**2 / (2 * K)
size = 9
edge = -6 * t
T = cubic(size, t)
grid = np.indices((size,) * 3).reshape(3, -1) - size // 2
radius2 = np.sum(grid**2, axis=0)
center = int(np.argmin(radius2))


def gaussian(width):
    psi = np.exp(-radius2 / (2 * width**2))
    return psi / np.linalg.norm(psi)


compact = gaussian(0.5)
lam_c = threshold(T, edge, 6 * t, compact)
rng = np.random.default_rng(4)
noise = rng.random(size**3)
starts = [gaussian(1.0), gaussian(2.0), noise / np.linalg.norm(noise)]
other = [threshold(T, edge, 6 * t, s) for s in starts]
assert min(other) > lam_c - 1e-6

W = quad(lambda x: i0e(2 * x)**3, 0, np.inf, limit=300)[0] / t
assert 1 / W < lam_c < 6 * t
response = spsolve((T - edge * sparse.identity(size**3)).tocsc(),
                   np.eye(size**3)[center])
response /= np.linalg.norm(response)
bound_ratio = (cost_and_shape(T, edge, response)[0] * W
               / response[center]**2)
assert 1 < bound_ratio < 1.15   # equality only in an infinite box
estimate = (3 + np.sqrt(6)) * t
assert abs(estimate - lam_c) < 0.15 * t

print(f"hopping t = {t:.2f} eV, stiffness K = {K:.1f} eV/A^2")
print(f"coupling g = {g:.1f} eV/A, lambda = {lam:.3f} eV")
print(f"single-site localization cost 6t = {6*t:.3f} eV")
print(f"edge Green function W = {W:.4f} 1/eV")
print(f"rigorous lower bound 1/W = {1/W:.4f} eV")
print(f"threshold lambda_c = {lam_c:.4f} eV = {lam_c/t:.3f} t")
print(f"small-amplitude estimate of lambda_c = {estimate:.4f} eV")

# ------------------------------------------------------- one dimension
line, weak = chain(161, t), 0.4 * t
x = np.arange(161) - 80
wide = 1 / np.cosh(0.15 * x)
wide = self_trap(line, weak, wide / np.linalg.norm(wide))
cost, shape = cost_and_shape(line, -2 * t, wide)
B_line, B_wide = weak * shape - cost, weak**2 / (12 * t)
assert B_line > 0 and abs(B_line / B_wide - 1) < 0.02
print(f"chain, lambda = {weak:.3f} eV: B = {1e3*B_line:.4f} meV")
print(f"chain, wide-orbital formula: B = {1e3*B_wide:.4f} meV")

# ---------------------------------------------------- curvature scan
print("cubic lattice: C, lambda_C, P, L, B in eV (P no unit), q0 in A")
found = {}
for C in (-0.4, 0.0, 0.4, 1.0):
    psi = self_trap(T, lam - C / 2, compact)
    cost, shape = cost_and_shape(T, edge, psi)
    B = (lam - C / 2) * shape - cost
    found[C] = (psi, cost, shape, B)
    q0 = g * psi[center]**2 / K
    note = "" if B > 0 else "  unbound, box state"
    print(f"{C:5.1f} {lam-C/2:6.3f} {shape:7.4f} {cost:7.4f} "
          f"{B:8.4f} {q0:7.4f}{note}")
    if B > 0:
        value, q = direct_minimum(T, g, K, C, compact)
        assert abs(edge - C / 2 - value - B) < 1e-6
        assert abs(q[center] - q0) < 1e-4
assert found[1.0][3] < 0 and lam - 0.5 < 1 / W

C_c = 2 * (lam - lam_c)
near = []
for C in (C_c - 0.02, C_c + 0.02):
    value = direct_minimum(T, g, K, C, compact)[0]
    near.append(edge - C / 2 - value)
assert near[0] > 0 > near[1]
print(f"critical curvature C_c = {C_c:.4f} eV")
print(f"B at C_c - 0.02 eV: {1e3*near[0]:.2f} meV")
print(f"B at C_c + 0.02 eV: {1e3*near[1]:.2f} meV")

# ------------------------------- correction from the neutral crystal
C = 0.4
psi, cost, shape, B_C = found[C]
B_0, P_0 = found[0.0][3], found[0.0][2]
q = g * psi**2 / K
step = 1e-3


def level(filling):
    up = energy_at_filling(psi, q, filling + step, T, g, K, C)
    down = energy_at_filling(psi, q, filling - step, T, g, K, C)
    return (up - down) / (2 * step)


filled, empty = level(1.0), level(0.0)
h_filled = T - sparse.diags((2 * lam - C) * psi**2 + C / 2)
assert abs(lowest(h_filled, np.abs(psi))[0] - filled) < 1e-6
assert abs(filled - empty - C * shape) < 1e-7
depth = edge - lowest(T - sparse.diags(g * q), np.abs(psi))[0]
strain = 0.5 * K * (q @ q)
corrected = depth - strain
assert B_C + C * shape / 2 <= corrected + 1e-8
assert corrected <= B_0 + 1e-8
assert C * shape / 2 <= B_0 - B_C <= C * P_0 / 2
print(f"C = {C:.1f} eV: filled minus empty level = {filled-empty:.4f} eV")
print(f"half of this level difference = {(filled-empty)/2:.4f} eV")
print(f"B_C plus half difference = {B_C+(filled-empty)/2:.5f} eV")
print(f"neutral level depth D = {depth:.5f} eV")
print(f"neutral strain energy S = {strain:.5f} eV")
print(f"corrected binding D - S = {corrected:.5f} eV")
print(f"curvature-free optimum B_0 = {B_0:.5f} eV")

# --------------------------------------------- false polaron
g_weak, C_false = 3.0, -0.4
lam_weak = g_weak**2 / (2 * K)
false_value = direct_minimum(T, g_weak, K, C_false, compact)[0]
B_false = edge - C_false / 2 - false_value
assert lam_weak < lam_c and B_false > 0
print(f"weak coupling g = {g_weak:.1f} eV/A, lambda = {lam_weak:.3f} eV")
print(f"false binding at C = {C_false:.1f} eV: {B_false:.4f} eV")

# ------------------------------------- real hole shared by two H atoms
shells = [[0, [0.03 * 2.6**k, 1.0]] for k in range(10)]


def hydrogen(xc, electrons, separation=None):
    """Energy in hartree; a pair is kept in its even orbital."""
    atoms = "H 0 0 0"
    if separation is not None:
        atoms += f"; H 0 0 {separation}"
    mol = gto.M(atom=atoms, basis={"H": shells}, spin=1,
                charge=0 if separation is None else 1, verbose=0)
    ks = dft.UKS(mol)
    ks.xc = xc
    ks.grids.level = 3
    ks.grids.build()
    even = np.eye(len(shells))
    if separation is not None:
        even = np.vstack([even, even])
    core, overlap = ks.get_hcore(), ks.get_ovlp()
    fock, dm, last = core, None, 0.0
    for _ in range(80):
        vector = eigh(even.T @ fock @ even, even.T @ overlap @ even)[1][:, 0]
        orbital = even @ vector
        new = electrons * np.outer(orbital, orbital)
        dm = new if dm is None else 0.5 * (dm + new)
        pair = np.array([dm, np.zeros_like(dm)])
        veff = ks.get_veff(mol, pair)
        energy = ks.energy_tot(pair, core, veff)
        if abs(energy - last) < 1e-9:
            return energy
        last = energy
        fock = core + np.asarray(veff)[0]
    raise RuntimeError("hydrogen iteration did not converge")


R = 8.0
curvature = {}
print(f"H pair, separation R = {R:.1f} A; C, direct, rule in eV")
for name, xc, alpha in (("PBE", "pbe,pbe", 1 * 0.0),
                        ("PBE0", "pbe0", 0.25), ("HF", "hf", 1.0)):
    whole, half = hydrogen(xc, 1.0), hydrogen(xc, 0.5)
    curvature[name] = -8 * (half - 0.5 * whole) * HARTREE
    direct = (hydrogen(xc, 1.0, R) - whole) * HARTREE
    rule = (-curvature[name] / 4
            + (1 - alpha) * HARTREE * BOHR / (4 * R))
    assert abs(direct - rule) < 0.01
    print(f"{name:5s} {curvature[name]:8.3f} {direct:8.3f} {rule:8.3f}")
    if name == "PBE":
        for hole in (0.25, 0.75):
            error = (hydrogen(xc, 1 - hole) - (1 - hole) * whole) * HARTREE
            parabola = -0.5 * curvature[name] * hole * (1 - hole)
            assert abs(error / parabola - 1) < 0.25
            print(f"PBE site error at hole {hole:.2f}: {error:.3f} eV, "
                  f"parabola {parabola:.3f} eV")
assert curvature["PBE"] > curvature["PBE0"] > 0
assert abs(curvature["HF"]) < 1e-3
ratio = curvature["PBE0"] / curvature["PBE"]
assert abs(ratio - 0.75) < 0.06
print(f"curvature ratio PBE0/PBE = {ratio:.3f}")

print("no test failed")
```

Running it gives:

```
hopping t = 0.10 eV, stiffness K = 10.0 eV/A^2
coupling g = 4.0 eV/A, lambda = 0.800 eV
single-site localization cost 6t = 0.600 eV
edge Green function W = 2.5273 1/eV
rigorous lower bound 1/W = 0.3957 eV
threshold lambda_c = 0.5408 eV = 5.408 t
small-amplitude estimate of lambda_c = 0.5449 eV
chain, lambda = 0.040 eV: B = 1.3397 meV
chain, wide-orbital formula: B = 1.3333 meV
cubic lattice: C, lambda_C, P, L, B in eV (P no unit), q0 in A
 -0.4  1.000  0.9684  0.5379   0.4305  0.3936
  0.0  0.800  0.9490  0.5207   0.2385  0.3897
  0.4  0.600  0.9019  0.4885   0.0526  0.3798
  1.0  0.300  0.0035  0.0294  -0.0283  0.0034  unbound, box state
critical curvature C_c = 0.5185 eV
B at C_c - 0.02 eV: 8.76 meV
B at C_c + 0.02 eV: -8.70 meV
C = 0.4 eV: filled minus empty level = 0.3608 eV
half of this level difference = 0.1804 eV
B_C plus half difference = 0.23301 eV
neutral level depth D = 0.95954 eV
neutral strain energy S = 0.72152 eV
corrected binding D - S = 0.23802 eV
curvature-free optimum B_0 = 0.23853 eV
weak coupling g = 3.0 eV/A, lambda = 0.450 eV
false binding at C = -0.4 eV: 0.0982 eV
H pair, separation R = 8.0 A; C, direct, rule in eV
PBE     11.587   -2.447   -2.447
PBE site error at hole 0.25: -1.120 eV, parabola -1.086 eV
PBE site error at hole 0.75: -0.992 eV, parabola -1.086 eV
PBE0     8.551   -1.800   -1.800
HF       0.000   -0.000   -0.000
curvature ratio PBE0/PBE = 0.738
no test failed
```
